**Specific mass shift of helium from two-configuration interaction**

The program tests $\langle\mathbf p_1\cdot\mathbf p_2\rangle=-2\sqrt3\,c_0c_1D^2$ for a helium singlet wavefunction with coefficients $c_0$ of $s^2$ and $c_1$ of $p^2$, where $D=\langle s|\partial_z|p_z\rangle$. It asserts agreement with direct integration of the wavefunction for three values of $c_1$, and compares the closed-form energies with numerical radial integrals. It also asserts that the Hartree-Fock function and a radially correlated test function give zero within numerical tolerance. A larger configuration-interaction calculation is compared with an independent expansion in $r_1$, $r_2$ and $r_{12}$. Scaling the Coulomb coupling between different angular momenta tests the near-linearity in the leading $p^2$ coefficient. The output gives 0.202 for the exponential model, 0.191 for two configurations with optimized orbitals, and 0.1591 for the correlated reference, all in atomic units. The corresponding first-order specific mass shift of helium-4 is $4.79\ \mathrm{cm^{-1}}$.

## Numerical check

```python
# Result under test (atomic units, helium singlet ground state):
#   Psi = c0 s(1)s(2) + c1 (1/sqrt3) sum_i p_i(1)p_i(2)
#   <p1.p2> = -2 sqrt3 c0 c1 D^2,   D = <s| d/dz |p_z>
# It is linear in the small p^2 coefficient c1, and positive since c1 < 0.
# alpha, beta: exponents of s ~ exp(-alpha r) and p_z ~ z exp(-beta r).
# W: Coulomb coupling of the two configurations; l: orbital angular momentum.
# Larger CI and an expansion in r1, r2, r12 test the size of the remainder.
import numpy as np
from numpy.polynomial.legendre import leggauss
from numpy.polynomial.laguerre import laggauss
from scipy.linalg import eigh, qr, solve_triangular
from scipy.optimize import minimize
from scipy.special import eval_genlaguerre, eval_legendre, gammaln
from scipy.constants import physical_constants, m_e

ROOT3 = np.sqrt(3.0)


def unit_gauss(n):
    x, w = leggauss(n)
    return (x + 1) / 2, w / 2


def laguerre_channel(l, zeta, size):
    """Orthonormal radial functions u(r) and their derivatives."""
    def radial(r):
        x = 2 * zeta * r
        a = 2 * l + 2
        values, slopes = [], []
        for n in range(size):
            norm = np.sqrt(2 * zeta) * np.exp(
                0.5 * (gammaln(n + 1) - gammaln(n + a + 1)))
            lag = eval_genlaguerre(n, a, x)
            dlag = np.zeros_like(x)
            if n > 0:
                dlag = -eval_genlaguerre(n - 1, a + 1, x)
            front = norm * np.exp(-x / 2) * x**l
            values.append(front * x * lag)
            slopes.append(2 * zeta * front * ((l + 1 - x / 2) * lag + x * dlag))
        return np.stack(values, -1), np.stack(slopes, -1)
    return radial


def exponential_channel(l, zeta):
    """One normalized radial function r^(l+1) exp(-zeta r)."""
    norm = np.exp(0.5 * ((2 * l + 3) * np.log(2 * zeta) - gammaln(2 * l + 3)))

    def radial(r):
        u = norm * r**(l + 1) * np.exp(-zeta * r)
        return u[..., None], (u * ((l + 1) / r - zeta))[..., None]
    return radial


def angular(l, k, lp):
    x, w = leggauss(20)
    product = eval_legendre(l, x) * eval_legendre(k, x) * eval_legendre(lp, x)
    return np.sqrt((2 * l + 1) * (2 * lp + 1)) * np.sum(w * product) / 2


def pair_matrices(channels):
    """H and p1.p2 for total S pair functions; channel index equals l."""
    y, wy = unit_gauss(120)
    r, wr = 30 * y**2, 60 * y * wy
    t, wt = unit_gauss(60)
    outer = [f(r) for f in channels]
    inner = [f(r[:, None] * t)[0] for f in channels]
    sizes = [u.shape[1] for u, _ in outer]
    start = np.concatenate([[0], np.cumsum(np.array(sizes)**2)])
    H = np.zeros((start[-1], start[-1]))
    P = np.zeros_like(H)
    for l, (u, du) in enumerate(outer):
        rows = slice(start[l], start[l + 1])
        eye = np.eye(sizes[l])
        assert np.allclose(u.T @ (wr[:, None] * u), eye, atol=1e-8)
        pot = l * (l + 1) / (2 * r**2) - 2 / r
        h = du.T @ (wr[:, None] * du) / 2 + u.T @ ((wr * pot)[:, None] * u)
        H[rows, rows] += np.kron(h, eye) + np.kron(eye, h)
        for lp in range(l, len(channels)):
            cols = slice(start[lp], start[lp + 1])
            v, dv = outer[lp]
            na, nc = sizes[l], sizes[lp]
            rho = (u[:, :, None] * v[:, None, :]).reshape(len(r), -1)
            rho_in = (inner[l][..., :, None] * inner[lp][..., None, :])
            rho_in = rho_in.reshape(len(r), len(t), -1)
            block = np.zeros((na * na, nc * nc))
            for k in range(lp - l, l + lp + 1, 2):
                # The smaller radius is t times the larger one.
                potential = np.einsum('t,rtq->rq', wt * t**k, rho_in)
                half = rho.T @ (wr[:, None] * potential)
                slater = (half + half.T).reshape(na, nc, na, nc)
                block += angular(l, k, lp) * slater.transpose(
                    0, 2, 1, 3).reshape(na * na, nc * nc)
            H[rows, cols] += block
            if lp > l:
                H[cols, rows] += block.T
            if lp == l + 1:
                d = u.T @ (wr[:, None] * (dv + lp * v / r[:, None]))
                P[rows, cols] = -angular(l, 1, lp) * np.kron(d, d)
                P[cols, rows] = P[rows, cols].T
    return H, P, start


def direct_means(psi):
    """<p1.p2>, <r1.r2> from psi(vector1, vector2), without orbital formulas."""
    y, wy = unit_gauss(44)
    r, wr = 12 * y**2, 24 * y * wy
    x, wx = leggauss(12)
    a, b, c = np.meshgrid(r, r, x, indexing='ij')
    volume = (wr[:, None, None] * wr[None, :, None] * wx) * a**2 * b**2
    zero = np.zeros_like(a)
    q1 = np.stack([zero, zero, a])
    q2 = np.stack([b * np.sqrt(1 - c**2), zero, b * c])
    value, mixed, step = psi(q1, q2), 0, 1e-3
    for i in range(3):
        e = np.zeros((3, 1, 1, 1))
        e[i] = step
        mixed = mixed + (psi(q1 + e, q2 + e) - psi(q1 + e, q2 - e)
                         - psi(q1 - e, q2 + e) + psi(q1 - e, q2 - e))
    norm = np.sum(volume * value**2)
    pp = -np.sum(volume * value * mixed) / (4 * step**2 * norm)
    return pp, np.sum(volume * value**2 * a * b * c) / norm


def correlated_matrices(order, zeta):
    """H and p1.p2 in an orthonormalized basis depending on r1, r2, r12."""
    t, w = laggauss(order + 4)
    x, y, z = [g.ravel() for g in np.meshgrid(
        t / zeta, t / zeta, t / (2 * zeta), indexing='ij')]
    weight = np.einsum('i,j,k->ijk', w, w, w).ravel()
    r1, r2, r12 = (y + z) / 2, (x + z) / 2, (x + y) / 2
    root = np.sqrt(weight * r1 * r2 * r12)
    columns = []
    for i in range(order + 1):
        for j in range(i + 1):
            for k in range(order - i - j + 1):
                sym = r1**i * r2**j + r1**j * r2**i
                f = sym * r12**k
                f1 = (i * r1**(i - 1) * r2**j
                      + j * r1**(j - 1) * r2**i) * r12**k - zeta * f
                f2 = (j * r1**i * r2**(j - 1)
                      + i * r1**j * r2**(i - 1)) * r12**k - zeta * f
                f12 = k * r12**(k - 1) * sym
                scale = np.linalg.norm(root * f)
                columns.append(np.array([f, f1, f2, f12]) * root / scale)
    data = np.array(columns).transpose(1, 2, 0)
    _, upper = qr(data[0], mode='economic')
    F, A, B, C = [solve_triangular(upper, m.T, trans='T').T for m in data]
    cos1 = ((r1**2 + r12**2 - r2**2) / (2 * r1 * r12))[:, None]
    cos2 = ((r2**2 + r12**2 - r1**2) / (2 * r2 * r12))[:, None]
    cos12 = ((r1**2 + r2**2 - r12**2) / (2 * r1 * r2))[:, None]
    kinetic = (A.T @ A + B.T @ B + 2 * C.T @ C) / 2
    kinetic += A.T @ (cos1 * C) + B.T @ (cos2 * C)
    pot = (-2 / r1 - 2 / r2 + 1 / r12)[:, None]
    H = kinetic + F.T @ (pot * F)
    P = A.T @ (cos12 * B) - A.T @ (cos1 * C) - C.T @ (cos2 * B) - C.T @ C
    return (H + H.T) / 2, (P + P.T) / 2


def ground(H):
    e, v = eigh(H, subset_by_index=[0, 0])
    return e[0], v[:, 0]


# Closed exponential two-configuration model.
def model_matrix(alpha, beta):
    coupling = 28 * alpha**3 * beta**5 / (ROOT3 * (alpha + beta)**7)
    return np.array([[alpha**2 - 27 * alpha / 8, coupling],
                     [coupling, beta**2 - 2 * beta + 111 * beta / 256]])


fit = minimize(lambda q: np.linalg.eigvalsh(model_matrix(*np.exp(q)))[0],
               np.log([1.7, 2.4]), method='Nelder-Mead',
               options={'xatol': 1e-9, 'fatol': 1e-13})
alpha, beta = np.exp(fit.x)
model = model_matrix(alpha, beta)
numeric, _, _ = pair_matrices([exponential_channel(0, alpha),
                               exponential_channel(1, beta)])
assert np.allclose(model, numeric, atol=1e-7)
e_model, c_model = ground(model)
c_model = c_model * np.sign(c_model[0])
D = 8 * (alpha * beta)**2.5 / (alpha + beta)**4
dipole = 32 * alpha**1.5 * beta**2.5 / (alpha + beta)**5
pp_model = -2 * ROOT3 * c_model[0] * c_model[1] * D**2
rr_model = 2 * ROOT3 * c_model[0] * c_model[1] * dipole**2


def length(q):
    return np.sqrt(np.sum(q**2, axis=0))


def model_psi(c1):
    def psi(q1, q2):
        total = length(q1) + length(q2)
        ss = alpha**3 / np.pi * np.exp(-alpha * total)
        pp = beta**5 / (np.pi * ROOT3) * np.sum(q1 * q2, axis=0)
        return np.sqrt(1 - c1**2) * ss + c1 * pp * np.exp(-beta * total)
    return psi


for c1 in (c_model[1], -0.3, 0.5):
    pp_direct, rr_direct = direct_means(model_psi(c1))
    amplitude = 2 * ROOT3 * c1 * np.sqrt(1 - c1**2)
    assert abs(pp_direct + amplitude * D**2) < 3e-5
    assert abs(rr_direct - amplitude * dipole**2) < 3e-5
pp_direct = direct_means(model_psi(c_model[1]))[0]
assert c_model[1] < 0 and pp_model > 0 and rr_model < 0

# Large radial bases, l = 0 to 5.
size, lmax = 10, 5
channels = [laguerre_channel(l, 2.5 + 0.7 * l, size) for l in range(lmax + 1)]
H, P, start = pair_matrices(channels)
ns = size**2
H_s = H[:ns, :ns].reshape(size, size, size, size)
phi = np.eye(size)[0]
for _ in range(100):
    # Contracting the full pair Hamiltonian gives F plus a constant shift.
    fock = np.einsum('abcd,b,d->ac', H_s, phi, phi)
    new = ground(fock)[1]
    new *= np.sign(new @ phi)
    change = np.linalg.norm(new - phi)
    phi = new
    if change < 1e-11:
        break
assert change < 1e-9
e_hf = np.kron(phi, phi) @ H[:ns, :ns] @ np.kron(phi, phi)


def hf_orbital(q):
    r = length(q)
    return channels[0](r)[0] @ phi / r


pp_hf = direct_means(lambda a, b: hf_orbital(a) * hf_orbital(b))[0]
pp_radial = direct_means(lambda a, b: np.exp(-2.2 * length(a) - 1.2 * length(b))
                         + np.exp(-1.2 * length(a) - 2.2 * length(b)))[0]
assert abs(pp_hf) < 1e-6 and abs(pp_radial) < 1e-6


def natural(vector, l):
    matrix = vector[start[l]:start[l + 1]].reshape(size, size)
    c, orbitals = np.linalg.eigh((matrix + matrix.T) / 2)
    best = np.argmax(abs(c))
    return c[best], orbitals[:, best]


def oriented_ground(matrix):
    energy, vector = ground(matrix)
    return energy, vector * np.sign(natural(vector, 0)[0])


e_ci, v_ci = oriented_ground(H)
pp_ci = v_ci @ P @ v_ci
c_1s, orb_1s = natural(v_ci, 0)
c_2p, orb_2p = natural(v_ci, 1)
c_3d, _ = natural(v_ci, 2)

# Best two-configuration function, both radial orbitals free.
H_sp = H[:2 * ns, :2 * ns]


def two_configurations(q):
    a = q[:size] / np.linalg.norm(q[:size])
    b = q[size:] / np.linalg.norm(q[size:])
    basis = np.zeros((2 * ns, 2))
    basis[:ns, 0], basis[ns:, 1] = np.kron(a, a), np.kron(b, b)
    return basis, basis.T @ H_sp @ basis


best = minimize(lambda q: np.linalg.eigvalsh(two_configurations(q)[1])[0],
                np.concatenate([phi, orb_2p]), method='BFGS',
                options={'gtol': 1e-6, 'maxiter': 200})
basis2, h2 = two_configurations(best.x)
e_two, c_two = ground(h2)
c_two = c_two * np.sign(c_two[0])
element = basis2[:, 0] @ P[:2 * ns, :2 * ns] @ basis2[:, 1]
pp_two = 2 * c_two[0] * c_two[1] * element
D_two = np.sqrt(-element / ROOT3)
assert e_hf > e_two > e_ci and e_model > e_two - 1e-7

# Split of the CI expectation value by order in small coefficients.
v_1s = np.zeros_like(v_ci)
v_1s[:ns] = c_1s * np.kron(orb_1s, orb_1s)
v_s, v_p, v_2p = (np.zeros_like(v_ci) for _ in range(3))
v_s[:ns] = v_ci[:ns]
v_p[ns:2 * ns] = v_ci[ns:2 * ns]
v_2p[ns:2 * ns] = c_2p * np.kron(orb_2p, orb_2p)
v_d = np.zeros_like(v_ci)
v_d[start[2]:start[3]] = v_ci[start[2]:start[3]]
part_12 = 2 * v_1s @ P @ v_2p
part_linear = 2 * v_1s @ P @ v_p
part_s = 2 * (v_s - v_1s) @ P @ v_p
part_pd = 2 * v_p @ P @ v_d
part_high = pp_ci - part_linear - part_s - part_pd
assert part_linear > 0 and part_s < 0 and part_pd < 0

# Scale only the Coulomb coupling between different l.
labels = np.repeat(np.arange(lmax + 1), ns)
same = labels[:, None] == labels[None, :]
scan = []
for strength in (-0.5, 0.0, 0.1, 0.5, 1.0):
    _, v = oriented_ground(np.where(same, H, strength * H))
    scan.append((strength, natural(v, 1)[0], v @ P @ v))
assert abs(scan[1][2]) < 1e-10 and scan[0][2] < 0
slope_small = scan[2][2] / scan[2][1]
for strength, c, value in scan[3:]:
    assert abs(value / c / slope_small - 1) < 0.15

# Independent correlated reference and the mass shift.
H5, P5 = correlated_matrices(5, 1.9)
H6, P6 = correlated_matrices(6, 1.9)
e5, v5 = ground(H5)
e_ref, v_ref = ground(H6)
pp_ref = v_ref @ P6 @ v_ref
pp5 = v5 @ P5 @ v5
assert abs(e_ref - e5) < 1e-5 and abs(pp_ref - pp5) < 1e-4
assert abs(pp_ref - 0.159) < 5e-4
# The orbital expansion is truncated in l and in radial functions.
assert 0 < e_ci - e_ref < 1e-3 and abs(pp_ci - pp_ref) < 1e-3
mass_ratio = m_e / physical_constants['alpha particle mass'][0]
shift = mass_ratio * pp_ref
shift_diag = ground(H6 + mass_ratio * P6)[0] - e_ref
assert abs(shift - shift_diag) < 1e-7
to_cm = physical_constants['hartree-inverse meter relationship'][0] / 100

print("All values in atomic units unless a unit is shown")
print(f"HF energy = {e_hf:.6f}")
print(f"HF <p1.p2>, direct integration = {abs(pp_hf):.1e} (magnitude)")
print(f"Radially correlated test <p1.p2> = {abs(pp_radial):.1e} (magnitude)")
print("-- exponential two-configuration model --")
print(f"alpha = {alpha:.5f}, beta = {beta:.5f}")
print(f"E_s = {model[0, 0]:.6f}, E_p = {model[1, 1]:.6f}")
print(f"W = {model[0, 1]:.6f}, lower root E = {e_model:.6f}")
print(f"Energy gain E - E_s = {e_model - model[0, 0]:.6f}")
print(f"c0 = {c_model[0]:.6f}, c1 = {c_model[1]:.6f}")
print(f"p^2 weight c1^2 = {100 * c_model[1]**2:.4f} percent")
print(f"D = {D:.6f}, <s|z|p_z> = {dipole:.6f}")
print(f"<p1.p2> formula = {pp_model:.6f}, direct = {pp_direct:.6f}")
print(f"<r1.r2> = {rr_model:.6f}")
print("-- two configurations, optimized radial orbitals --")
print(f"E = {e_two:.6f}, c0 = {c_two[0]:.5f}, c1 = {c_two[1]:.5f}")
print(f"D = {D_two:.5f}, <p1.p2> = {pp_two:.5f}")
print(f"-- CI, l = 0 to {lmax}, {size} radial functions per l --")
print(f"E = {e_ci:.6f}, <p1.p2> = {pp_ci:.5f}")
print(f"Natural c(1s^2) = {c_1s:.5f}, c(2p^2) = {c_2p:.5f}")
print(f"Natural c(3d^2) = {c_3d:.5f}")
print(f"1s^2-2p^2 part = {part_12:.5f}")
print(f"All 1s^2-np^2 parts = {part_linear:.5f}")
print(f"Other ns^2-mp^2 parts = {part_s:.5f}")
print(f"p^2-d^2 parts = {part_pd:.5f}")
print(f"Higher-l parts = {part_high:.5f}")
print("-- scaled coupling between different l --")
for strength, c, value in scan:
    ratio = f", ratio = {value / c:.4f}" if strength != 0 else ""
    print(f"lambda = {strength:.1f}: c(2p^2) = {c + 0.0:.5f}, "
          f"<p1.p2> = {value + 0.0:.5f}{ratio}")
print("-- correlated reference and helium-4 shift --")
print(f"Reference basis size = {len(v_ref)}, E = {e_ref:.6f}")
print(f"Reference <p1.p2> = {pp_ref:.5f}")
print(f"Smaller basis <p1.p2> = {pp5:.5f}")
print(f"m_e/M = {mass_ratio:.6e}")
print(f"Specific mass shift = {shift:.5e} hartree = {shift * to_cm:.4f} cm^-1")
print(f"Shift by diagonalization = {shift_diag:.5e} hartree")
print("PASS")
```

Output:

```
All values in atomic units unless a unit is shown
HF energy = -2.861680
HF <p1.p2>, direct integration = 8.1e-14 (magnitude)
Radially correlated test <p1.p2> = 8.9e-15 (magnitude)
-- exponential two-configuration model --
alpha = 1.68976, beta = 2.49819
E_s = -2.847651, E_p = 2.327757
W = 0.335883, lower root E = -2.869359
Energy gain E - E_s = -0.021708
c0 = 0.997918, c1 = -0.064494
p^2 weight c1^2 = 0.4160 percent
D = 0.952159, <s|z|p_z> = 0.538201
<p1.p2> formula = 0.202127, direct = 0.202127
<r1.r2> = -0.064580
-- two configurations, optimized radial orbitals --
E = -2.882281, c0 = 0.99798, c1 = -0.06347
D = 0.93198, <p1.p2> = 0.19058
-- CI, l = 0 to 5, 10 radial functions per l --
E = -2.903575, <p1.p2> = 0.15935
Natural c(1s^2) = 0.99599, c(2p^2) = -0.06177
Natural c(3d^2) = -0.01270
1s^2-2p^2 part = 0.18142
All 1s^2-np^2 parts = 0.18361
Other ns^2-mp^2 parts = -0.01695
p^2-d^2 parts = -0.00590
Higher-l parts = -0.00140
-- scaled coupling between different l --
lambda = -0.5: c(2p^2) = 0.03268, <p1.p2> = -0.09000, ratio = -2.7535
lambda = 0.0: c(2p^2) = 0.00000, <p1.p2> = 0.00000
lambda = 0.1: c(2p^2) = -0.00638, <p1.p2> = 0.01690, ratio = -2.6483
lambda = 0.5: c(2p^2) = -0.03143, <p1.p2> = 0.08190, ratio = -2.6058
lambda = 1.0: c(2p^2) = -0.06177, <p1.p2> = 0.15935, ratio = -2.5796
-- correlated reference and helium-4 shift --
Reference basis size = 50, E = -2.903722
Reference <p1.p2> = 0.15907
Smaller basis <p1.p2> = 0.15908
m_e/M = 1.370934e-04
Specific mass shift = 2.18081e-05 hartree = 4.7863 cm^-1
Shift by diagonalization = 2.17992e-05 hartree
PASS
```
